# Orders of Error from Energy Derivatives in LAPW and Local Orbitals: a program that tests the result

```python
"""
Result under test: if the augmentation sphere contains the radial solution u(r,E)
and its energy derivatives through order n, the error of the wave function is of
order delta**(n+1) and that of the eigenvalue of order delta**(2n+2), where
delta = eps - E, eps = true eigenvalue, E = expansion energy.
Model: s states in a spherical cell. For r < S the potential is -V0*(1-(r/S)**2),
for S < r < B it is zero, and the wave function has zero slope at r = B.
Envelopes: powers of (r-S)/(B-S), joined to u and du/dE in value and slope;
higher derivatives enter as local orbitals with zero value and slope at S.
For n = 0 only the value is joined. Internal units are atomic units.
High precision arithmetic is used because sixth and eighth order errors are tiny.
"""
from types import SimpleNamespace
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 80
mpf = mp.mpf
EV = 1 / mpf(physical_constants["Hartree energy in eV"][0])
BOHR_A = mpf(physical_constants["Bohr radius"][0]) * 10**10
S_A, B_A, V0_EV, EXTRA_EV = mpf("1.2"), mpf("1.6"), mpf(40), mpf(2)
S, B, V0 = S_A / BOHR_A, B_A / BOHR_A, V0_EV * EV
L = B - S
CURV = V0 / S**2
TERMS, N_ENV, N_QUAD = 46, 18, 40


def arr(x):
    return np.array(x, dtype=object)


def gauss_reference(m):
    nodes, weights = [], []
    for guess in np.polynomial.legendre.leggauss(m)[0]:
        x = mpf(float(guess))
        for _ in range(5):
            p0, p1 = mpf(1), x
            for k in range(2, m + 1):
                p0, p1 = p1, ((2 * k - 1) * x * p1 - (k - 1) * p0) / k
            dp = m * (x * p1 - p0) / (x * x - 1)
            x = x - p1 / dp
        nodes.append(x)
        weights.append(2 / ((1 - x * x) * dp * dp))
    return nodes, weights


X, WX = gauss_reference(N_QUAD)
R_IN = arr([S * (x + 1) / 2 for x in X])
W_IN = arr([w * S / 2 * r**2 for w, r in zip(WX, R_IN)])
R_OUT = arr([S + L * (x + 1) / 2 for x in X])
W_OUT = arr([w * L / 2 * r**2 for w, r in zip(WX, R_OUT)])
POINTS = list(R_IN) + [S]          # last point is the sphere boundary
POWERS = arr([[r**(2 * m) for r in POINTS] for m in range(TERMS)])
SLOPES = arr([[2 * m * r**(2 * m - 1) if m else mpf(0) for r in POINTS]
              for m in range(TERMS)])

# envelope functions and their interstitial matrices
T = arr([[((r - S) / L)**j for r in R_OUT] for j in range(N_ENV)])
DT = arr([[j * ((r - S) / L)**(j - 1) / L if j else mpf(0) for r in R_OUT]
          for j in range(N_ENV)])
O_OUT = (T * W_OUT).dot(T.T)
H_OUT = (DT * W_OUT).dot(DT.T) / 2


def series(E, order, curv):
    """Power series coefficients of u and its energy derivatives, u(0) = 1."""
    a = [[mpf(0)] * TERMS for _ in range(order + 1)]
    a[0][0] = mpf(1)
    for m in range(1, TERMS):
        for j in range(order + 1):
            s = -2 * (V0 + E) * a[j][m - 1]
            if j:
                s -= 2 * j * a[j - 1][m - 1]
            if m > 1:
                s += 2 * curv * a[j][m - 2]
            a[j][m] = s / (2 * m * (2 * m + 1))
    return arr(a)


def radial(E, order=4, basis_curv=CURV, true_curv=CURV):
    """Radial functions on the grid and their matrices with the true potential."""
    a = series(E, order, basis_curv)
    u, du = a.dot(POWERS), a.dot(SLOPES)
    val, slo = u[:, -1], du[:, -1]
    u, du = u[:, :-1], du[:, :-1]
    pot = R_IN**2 * true_curv - V0
    o = (u * W_IN).dot(u.T)
    h = (du * W_IN).dot(du.T) / 2 + (u * (W_IN * pot)).dot(u.T)
    return SimpleNamespace(E=E, u=u, du=du, val=val, slo=slo, o=o, h=h, pot=pot)


def exterior(E, r):
    """Interstitial solution with value 1 and slope 0 at the cell boundary."""
    q = mp.sqrt(-2 * E)
    c, s = mp.cosh(q * (r - B)), mp.sinh(q * (r - B))
    p, dp = mp.re(B * c + s / q), mp.re(B * q * s + c)
    return p / r, dp / r - p / r**2


def mismatch(E, curv):
    a = series(E, 0, curv)[0]
    v, dv = exterior(E, S)
    return a.dot(SLOPES[:, -1]) * v - a.dot(POWERS[:, -1]) * dv


def exact_levels(count, curv):
    found, step = [], mpf("0.0503")
    e0 = -V0 + mpf("0.0101")
    f0 = mismatch(e0, curv)
    while len(found) < count:
        e1 = e0 + step
        assert e1 < 5
        f1 = mismatch(e1, curv)
        if f0 * f1 < 0:
            xa, fa, xb, fb = e0, f0, e1, f1
            for _ in range(40):
                if abs(fb) < mpf(10)**-65:
                    break
                xa, fa, xb = xb, fb, xb - fb * (xb - xa) / (fb - fa)
                fb = mismatch(xb, curv)
            assert abs(fb) < mpf(10)**-65 and e0 < xb < e1
            found.append(xb)
        e0, f0 = e1, f1
    return found


def exact_state(E, curv=CURV):
    rad = radial(E, 0, curv, curv)
    scale = rad.val[0] / exterior(E, S)[0]
    out = [exterior(E, r) for r in R_OUT]
    v = arr([p[0] * scale for p in out])
    dv = arr([p[1] * scale for p in out])
    norm2 = rad.o[0, 0] + (v * v).dot(W_OUT)
    return SimpleNamespace(E=E, u=rad.u[0], du=rad.du[0], val=rad.val[0],
                           slo=rad.slo[0], v=v, dv=dv, norm2=norm2)


def join(rad, value, slope):
    """Coefficients of u and du/dE giving this value and slope at S."""
    det = rad.val[0] * rad.slo[1] - rad.val[1] * rad.slo[0]
    return ((value * rad.slo[1] - rad.val[1] * slope) / det,
            (rad.val[0] * slope - rad.slo[0] * value) / det)


def ritz(n, rad, state):
    """Signed eigenvalue error and norm of the wave-function error."""
    dim = N_ENV + max(n - 1, 0)
    C = arr([[mpf(0)] * (n + 1) for _ in range(dim)])
    if n == 0:
        C[0, 0] = 1 / rad.val[0]
    else:
        C[0, 0], C[0, 1] = join(rad, mpf(1), mpf(0))
        C[1, 0], C[1, 1] = join(rad, mpf(0), 1 / L)
        for k in range(2, n + 1):
            row = N_ENV + k - 2
            C[row, 0], C[row, 1] = join(rad, -rad.val[k], -rad.slo[k])
            C[row, k] = mpf(1)
    H = C.dot(rad.h[:n + 1, :n + 1]).dot(C.T)
    O = C.dot(rad.o[:n + 1, :n + 1]).dot(C.T)
    H[:N_ENV, :N_ENV] = H[:N_ENV, :N_ENV] + H_OUT
    O[:N_ENV, :N_ENV] = O[:N_ENV, :N_ENV] + O_OUT
    shift = state.E - mpf("0.003")
    inv = arr(mp.inverse(mp.matrix((H - O * shift).tolist())).tolist())
    x = arr([mpf(1)] * dim)
    for _ in range(30):            # inverse iteration to the root nearest eps
        x = inv.dot(O.dot(x))
        x = x / max(abs(c) for c in x)
    norm2 = x.dot(O.dot(x))
    energy = x.dot(H.dot(x)) / norm2
    p_in = x.dot(C).dot(rad.u[:n + 1]) / mp.sqrt(norm2)
    p_out = x[:N_ENV].dot(T) / mp.sqrt(norm2)
    e_in, e_out = state.u / mp.sqrt(state.norm2), state.v / mp.sqrt(state.norm2)
    if (p_in * e_in).dot(W_IN) + (p_out * e_out).dot(W_OUT) < 0:
        p_in, p_out = -p_in, -p_out
    d_in, d_out = p_in - e_in, p_out - e_out
    wave = mp.sqrt((d_in * d_in).dot(W_IN) + (d_out * d_out).dot(W_OUT))
    return energy - state.E, wave


def trial_error(n, rad, state):
    """Energy error of the repaired Taylor function, by two separate routes."""
    delta = state.E - rad.E
    c = arr([delta**k / mp.factorial(k) for k in range(n + 1)])
    if n == 0:
        c[0] = state.val / rad.val[0]
    else:
        a, b = join(rad, state.val - c.dot(rad.val[:n + 1]),
                    state.slo - c.dot(rad.slo[:n + 1]))
        c[0], c[1] = c[0] + a, c[1] + b
    norm2 = c.dot(rad.o[:n + 1, :n + 1]).dot(c) + (state.v**2).dot(W_OUT)
    total = c.dot(rad.h[:n + 1, :n + 1]).dot(c) + (state.dv**2).dot(W_OUT) / 2
    eta = c.dot(rad.u[:n + 1]) - state.u
    deta = c.dot(rad.du[:n + 1]) - state.du
    quad = (deta**2 / 2 + (rad.pot - state.E) * eta**2).dot(W_IN)
    return total / norm2 - state.E, quad / norm2


def distance(f, n, rad):
    """In-sphere distance of f from the span of u and n energy derivatives."""
    g = (rad.u[:n + 1] * W_IN).dot(f)
    sol = mp.lu_solve(mp.matrix(rad.o[:n + 1, :n + 1].tolist()),
                      mp.matrix(g.tolist()))
    return mp.sqrt((f * f).dot(W_IN) - sum(g[i] * sol[i] for i in range(n + 1)))


def exponent(coarse, fine):
    return float(mp.log(abs(coarse / fine), 2))


def row(values, fmt=".3e"):
    return "  ".join(format(float(v), fmt) for v in values)


orders = range(4)
eps1, eps2 = exact_levels(2, CURV)
ground, excited = exact_state(eps1), exact_state(eps2)

# energy derivatives against central differences of u itself
E_test = eps1 - EV
rad1 = radial(E_test)
h_fd = mpf(10)**-8
for k in range(1, 5):
    fd = sum((-1)**i * mp.binomial(k, i)
             * series(E_test + (mpf(k) / 2 - i) * h_fd, 0, CURV)[0].dot(POWERS[:, -1])
             for i in range(k + 1)) / h_fd**k
    assert abs(fd / rad1.val[k] - 1) < 1e-10

# boundary Wronskian against the norm integral
wronskian = S**2 * (rad1.val[0] * rad1.slo[1] - rad1.slo[0] * rad1.val[1])
wr_ratio = wronskian / (-2 * rad1.o[0, 0])
assert abs(wr_ratio - 1) < 1e-30

# table of Ritz errors at practical offsets
offsets = [8, 4, 2, 1]
table = {d: [ritz(n, radial(eps1 - d * EV), ground) for n in orders]
         for d in offsets}

# limiting exponents at small offsets
rad_a, rad_b = radial(eps1 - EV / 10), radial(eps1 - EV / 20)
small_a = [ritz(n, rad_a, ground) for n in orders]
small_b = [ritz(n, rad_b, ground) for n in orders]
p_energy = [exponent(small_a[n][0], small_b[n][0]) for n in orders]
p_wave = [exponent(small_a[n][1], small_b[n][1]) for n in orders]
for n in orders:
    assert abs(p_energy[n] - (2 * n + 2)) < 0.05
    assert abs(p_wave[n] - (n + 1)) < 0.05

# with E = eps the basis must reproduce the matched eigenvalue
floor_exact = abs(ritz(1, radial(eps1), ground)[0])
assert floor_exact < small_b[3][0] / 1000

# quadratic energy identity and the variational ordering
trial = []
for n in orders:
    direct, quadratic = trial_error(n, rad1, ground)
    assert abs(direct / quadratic - 1) < 1e-20
    assert 0 < table[1][n][0] <= direct * (1 + mpf(10)**-6)
    trial.append(direct)

# gap bound for the lowest level
for results in list(table.values()) + [small_a, small_b]:
    for err, wave in results:
        sin2 = wave**2 * (1 - wave**2 / 4)
        assert err >= (eps2 - eps1) * sin2 * (1 - mpf(10)**-9)

# leading law for the distance from the span, and the bound it implies
dist_ratio = []
for n in orders:
    actual = distance(ground.u, n, rad_b)
    law = ((EV / 20)**(n + 1) / mp.factorial(n + 1)
           * distance(rad_b.u[n + 1], n, rad_b))
    dist_ratio.append(actual / law)
    assert abs(actual / law - 1) < 0.02
    assert small_b[n][1] >= actual / mp.sqrt(ground.norm2) * (1 - mpf(10)**-9)

# an excited level of the same symmetry
ex_a, ex_b = radial(eps2 - EV / 10), radial(eps2 - EV / 20)
p_excited = [exponent(ritz(n, ex_a, excited)[0], ritz(n, ex_b, excited)[0])
             for n in (1, 2)]
assert abs(p_excited[0] - 4) < 0.1 and abs(p_excited[1] - 6) < 0.1

# part of the potential missing from the radial functions: the error stays finite
curv_true = (V0 + EXTRA_EV * EV) / S**2
eps_p = exact_levels(1, curv_true)[0]
state_p = exact_state(eps_p, curv_true)
left = [ritz(2, radial(eps_p - d * EV, 4, CURV, curv_true), state_p)[0]
        for d in (mpf("0.02"), mpf("0.01"))]
assert abs(exponent(left[0], left[1])) < 0.5
assert left[1] > 1000 * small_b[2][0]

print(f"sphere radius S = {float(S_A):.2f} angstrom")
print(f"cell radius B = {float(B_A):.2f} angstrom")
print(f"well depth V0 = {float(V0_EV):.1f} eV")
print(f"number of envelope functions = {N_ENV}")
print(f"lowest s level eps = {float(eps1 / EV):.6f} eV")
print(f"lowest s level eps = {float(eps1):.6f} hartree")
print(f"second s level = {float(eps2 / EV):.6f} eV")
print(f"gap = {float((eps2 - eps1) / EV):.6f} eV")
print(f"Wronskian / (-2 norm integral) = {float(wr_ratio):.12f}")
print("Ritz eigenvalue error in eV, columns n = 0, 1, 2, 3")
for d in offsets:
    print(f"eps-E = {d} eV: " + row([r[0] / EV for r in table[d]]))
print("wave-function error (norm, no unit), n = 0, 1, 2, 3")
for d in offsets:
    print(f"eps-E = {d} eV: " + row([r[1] for r in table[d]]))
print("repaired Taylor trial, energy error in eV at eps-E = 1 eV")
print("n = 0, 1, 2, 3: " + row([t / EV for t in trial]))
print("exponents from eps-E = 2 and 1 eV, n = 0, 1, 2, 3")
print("energy: " + row([exponent(table[2][n][0], table[1][n][0])
                        for n in orders], ".3f"))
print("wave function: " + row([exponent(table[2][n][1], table[1][n][1])
                               for n in orders], ".3f"))
print("exponents from eps-E = 0.1 and 0.05 eV, n = 0, 1, 2, 3")
print("energy: " + row(p_energy, ".4f"))
print("wave function: " + row(p_wave, ".4f"))
print("distance from span / leading law at 0.05 eV, n = 0, 1, 2, 3")
print(row(dist_ratio, ".5f"))
print("second s level, energy exponents for n = 1, 2")
print(row(p_excited, ".4f"))
print(f"omitted potential: {float(EXTRA_EV):.1f} eV * (r/S)^2 in sphere")
print(f"n = 2 error at eps-E = 0.02 eV: {float(left[0] / EV):.4e} eV")
print(f"n = 2 error at eps-E = 0.01 eV: {float(left[1] / EV):.4e} eV")
print(f"n = 2 error, nothing omitted, 0.05 eV: {float(small_b[2][0] / EV):.3e} eV")
print("all assertions hold")
```

Running it gives:

```
sphere radius S = 1.20 angstrom
cell radius B = 1.60 angstrom
well depth V0 = 40.0 eV
number of envelope functions = 18
lowest s level eps = -12.314777 eV
lowest s level eps = -0.452560 hartree
second s level = 11.757890 eV
gap = 24.072666 eV
Wronskian / (-2 norm integral) = 1.000000000000
Ritz eigenvalue error in eV, columns n = 0, 1, 2, 3
eps-E = 8 eV: 2.891e+00  1.643e-02  1.257e-05  2.509e-09
eps-E = 4 eV: 9.558e-01  1.214e-03  2.200e-07  1.068e-11
eps-E = 2 eV: 2.740e-01  8.238e-05  3.638e-09  4.357e-14
eps-E = 1 eV: 7.320e-02  5.363e-06  5.847e-11  1.739e-16
wave-function error (norm, no unit), n = 0, 1, 2, 3
eps-E = 8 eV: 3.165e-01  1.428e-02  2.530e-04  2.652e-06
eps-E = 4 eV: 1.772e-01  3.686e-03  3.276e-05  1.711e-07
eps-E = 2 eV: 9.366e-02  9.363e-04  4.168e-06  1.087e-08
eps-E = 1 eV: 4.812e-02  2.360e-04  5.258e-07  6.847e-10
repaired Taylor trial, energy error in eV at eps-E = 1 eV
n = 0, 1, 2, 3: 7.322e-02  1.474e-05  6.050e-09  4.278e-13
exponents from eps-E = 2 and 1 eV, n = 0, 1, 2, 3
energy: 1.904  3.941  5.959  7.969
wave function: 0.961  1.988  2.987  3.988
exponents from eps-E = 0.1 and 0.05 eV, n = 0, 1, 2, 3
energy: 1.9955  3.9971  5.9980  7.9984
wave function: 0.9981  1.9994  2.9993  3.9994
distance from span / leading law at 0.05 eV, n = 0, 1, 2, 3
0.99894  0.99927  0.99944  0.99955
second s level, energy exponents for n = 1, 2
3.9940  5.9979
omitted potential: 2.0 eV * (r/S)^2 in sphere
n = 2 error at eps-E = 0.02 eV: 2.1373e-05 eV
n = 2 error at eps-E = 0.01 eV: 2.1335e-05 eV
n = 2 error, nothing omitted, 0.05 eV: 9.384e-19 eV
all assertions hold
```
